# Why polarization functions for neon come in shells: a numerical check

```python
# RESULT UNDER TEST: in neon (1s frozen) the second-order correlation energy
# gained by tuned polarization functions falls into groups
#     1st d | 2nd d, 1st f | 3rd d, 2nd f, 1st g,
# because the singular 1/r12 repulsion asks for radial and angular detail alike.
# Symbols: l angular momentum, k multipole order, P(r) = r * radial function,
# R^k two-electron radial integral, E2 second-order (MP2) energy.
# Hartree atomic units inside; energies are printed in mEh.
# An angular-reduced radial code is checked against three-dimensional pyscf.
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.integrate import quad
from scipy.special import lpmv, erf, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, cc

Z = 10.0
step = 0.05
r = np.exp(np.arange(np.log(1e-6), np.log(12.0), step))
w = step * r                                   # quadrature weights for dr


def coulomb_kernel(k):
    """r<^k / r>^(k+1); the diagonal carries the trapezoid kink correction."""
    small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
    kernel = (small / large) ** k / large
    kernel[np.diag_indices(len(r))] -= step * (2 * k + 1) / (12 * r)
    return kernel


COULOMB = [coulomb_kernel(k) for k in range(8)]

# ---- angular factors from quadrature over real spherical harmonics ----
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)
phi = 2 * np.pi * np.arange(32) / 32
X, PHI = [a.ravel() for a in np.meshgrid(x_nodes, phi, indexing="ij")]
SPHERE = np.repeat(x_weights, 32) * 2 * np.pi / 32


@lru_cache(None)
def harmonics(l):
    rows = []
    for m in range(-l, l + 1):
        trig = np.cos(m * PHI) if m >= 0 else np.sin(-m * PHI)
        y = lpmv(abs(m), l, X) * trig
        rows.append(y / np.sqrt(np.sum(SPHERE * y * y)))
    return np.array(rows)


@lru_cache(None)
def gaunt(l1, l2, k):
    return np.einsum("ap,bp,qp->abq", harmonics(l1), harmonics(l2),
                     harmonics(k) * SPHERE, optimize=True)


@lru_cache(None)
def angular(li, la, lj, lb, k):
    return 4 * np.pi / (2 * k + 1) * np.einsum(
        "iaq,jbq->iajb", gaunt(li, la, k), gaunt(lj, lb, k), optimize=True)


@lru_cache(None)
def direct_factor(li, la, lj, lb, k):
    return np.sum(angular(li, la, lj, lb, k) ** 2)


@lru_cache(None)
def exchange_factor(li, la, lj, lb, k, kx):
    swapped = angular(li, lb, lj, la, kx).transpose(0, 3, 2, 1)
    return np.sum(angular(li, la, lj, lb, k) * swapped)


def multipoles(l1, l2):
    return range(abs(l1 - l2), l1 + l2 + 1, 2)


# ---- radial Hartree-Fock ----
def matrices(l, exponents, occupied):
    """Basis functions, overlap, kinetic, bare-nucleus and Fock matrices."""
    a = np.asarray(exponents, float)[:, None]
    P = r ** (l + 1) * np.exp(-a * r * r)
    P /= np.sqrt((P * P) @ w)[:, None]
    S = (P * w) @ P.T
    T = (P * w) @ (P * (a * (2 * l + 3) - 2 * a * a * r * r)).T
    T = (T + T.T) / 2
    core = T - (P * w * Z / r) @ P.T
    F = core.copy()
    for lo, Po in occupied:
        potential = 2 * (2 * lo + 1) * (COULOMB[0] @ (w * Po * Po))
        F += (P * w * potential) @ P.T
        for k in multipoles(l, lo):
            factor = (4 * np.pi / (2 * k + 1) * np.sum(gaunt(l, lo, k) ** 2)
                      / (2 * l + 1))
            pair = P * Po * w
            F -= factor * pair @ COULOMB[k] @ pair.T
    return P, S, T, core, F


SP = {0: 0.15 * 2.8 ** np.arange(12), 1: 0.12 * 2.6 ** np.arange(7)}
N_OCC = {0: 2, 1: 1}
occupied, mixed, hf_energy = [], {}, 0.0
for cycle in range(100):
    new_occupied, energy = [], 0.0
    for l in (0, 1):
        P, S, T, core, F = matrices(l, SP[l], occupied)
        mixed[l] = F if l not in mixed else (mixed[l] + F) / 2
        eps, C = eigh(mixed[l], S)
        for n in range(N_OCC[l]):
            c = C[:, n]
            energy += (2 * l + 1) * (c @ core @ c + eps[n])
            new_occupied.append((l, c @ P))
    change, hf_energy, occupied = abs(energy - hf_energy), energy, new_occupied
    if cycle > 5 and change < 1e-11:
        break
assert change < 1e-8


def virtuals(l, exponents):
    """Canonical virtual energies, radial functions and kinetic matrix."""
    P, S, T, core, F = matrices(l, exponents, occupied)
    eps, C = eigh(F, S)
    C = C[:, N_OCC.get(l, 0):]
    return eps[N_OCC.get(l, 0):], C.T @ P, C.T @ T @ C


eps_s = eigh(*[matrices(0, SP[0], occupied)[i] for i in (4, 1)])[0]
eps_p = eigh(*[matrices(1, SP[1], occupied)[i] for i in (4, 1)])[0]
VALENCE = [(0, eps_s[1], occupied[1][1]), (1, eps_p[0], occupied[2][1])]
SP_SPACE = {l: virtuals(l, SP[l]) for l in (0, 1)}


# ---- second-order energy and virtual density, summed over all m ----
def second_order(space, kernels=COULOMB, want_density=False):
    half, potential = {}, {}
    for i, (li, _, Pi) in enumerate(VALENCE):
        for l in space:
            half[i, l] = space[l][1] * Pi * w
            for k in multipoles(li, l):
                potential[i, l, k] = half[i, l] @ kernels[k]
    energy = 0.0
    density = {l: np.zeros((len(space[l][0]),) * 2) for l in space}
    for i, (li, ei, _) in enumerate(VALENCE):
        for j, (lj, ej, _) in enumerate(VALENCE):
            for la in space:
                for lb in space:
                    ks = [k for k in multipoles(li, la)
                          if k in multipoles(lj, lb)]
                    if not ks:
                        continue
                    kxs = [k for k in multipoles(li, lb)
                           if k in multipoles(lj, la)]
                    gap = ei + ej - space[la][0][:, None] - space[lb][0]
                    swapped = {k: potential[j, la, k] @ half[i, lb].T
                               for k in kxs}
                    for k in ks:
                        R = half[i, la] @ potential[j, lb, k].T
                        U = 2 * direct_factor(li, la, lj, lb, k) * R
                        for kx in kxs:
                            U = U - (exchange_factor(li, la, lj, lb, k, kx)
                                     * swapped[kx])
                        energy += np.sum(R * U / gap)
                        if want_density:
                            density[la] += 2 * (R / gap) @ (U / gap).T
    if want_density:
        return energy, {l: (D + D.T) / 2 / (2 * l + 1)
                        for l, D in density.items()}
    return energy


# ---- tuned even-tempered polarization sets ----
def tune(l, count, lower_space):
    offsets = np.arange(count) - (count - 1) / 2

    def exponents(p):
        return np.exp(p[0] + offsets * (p[1] if count > 1 else 0.0))

    start = np.array([np.log(2.5), 1.1][:min(count, 2)])
    simplex = np.vstack([start, start + 0.25 * np.eye(len(start))])
    best = minimize(
        lambda p: second_order({**lower_space, l: virtuals(l, exponents(p))}),
        start, method="Nelder-Mead",
        options=dict(initial_simplex=simplex, xatol=3e-3, fatol=1e-7,
                     maxiter=80))
    assert best.success
    return exponents(best.x), best.fun


e_sp = second_order(SP_SPACE)
tuned, level = {}, {}
for n in (1, 2, 3):
    tuned[f"{n}d"], level[f"{n}d"] = tune(2, n, SP_SPACE)
space_3d = {**SP_SPACE, 2: virtuals(2, tuned["3d"])}
for n in (1, 2):
    tuned[f"{n}f"], level[f"{n}f"] = tune(3, n, space_3d)
space_3d2f = {**space_3d, 3: virtuals(3, tuned["2f"])}
tuned["1g"], level["1g"] = tune(4, 1, space_3d2f)

before = {"1d": e_sp, "2d": level["1d"], "3d": level["2d"],
          "1f": level["3d"], "2f": level["1f"], "1g": level["2f"]}
gain = {name: 1000 * (before[name] - level[name]) for name in before}
width = {name: {"d": 5, "f": 7, "g": 9}[name[1]] for name in gain}
per_orbital = {name: gain[name] / width[name] for name in gain}
groups = [("1d",), ("2d", "1f"), ("3d", "2f", "1g")]
means = [np.mean([gain[n] for n in g]) for g in groups]
spreads = [max(gain[n] for n in g) / min(gain[n] for n in g) for g in groups]
assert min(gain.values()) > 0
assert means[0] > 2 * means[1] and means[1] > 2 * means[2]
assert spreads[1] < means[0] / means[1]
for upper, lower in zip(groups, groups[1:]):
    assert min(per_orbital[n] for n in upper) > max(per_orbital[n]
                                                    for n in lower)

# ---- independent three-dimensional calculations ----


def pyscf_atom(sets):
    basis = [[l, [float(a), 1.0]] for l in sorted(sets) for a in sets[l]]
    mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


full_sets = {**SP, 2: tuned["3d"], 3: tuned["2f"], 4: tuned["1g"]}
mf_full = pyscf_atom(full_sets)
mp2 = mp.MP2(mf_full, frozen=1)
mp2_energy = mp2.kernel()[0]
assert abs(mf_full.e_tot - hf_energy) < 2e-5
assert abs(mp2_energy - level["1g"]) < 2e-5
full_space = {**space_3d2f, 4: virtuals(4, tuned["1g"])}
_, density = second_order(full_space, want_density=True)
radial_occ = np.sort(np.concatenate(
    [np.repeat(np.linalg.eigvalsh(D), 2 * l + 1) for l, D in density.items()]))
pyscf_occ = np.linalg.eigvalsh(mp2.make_rdm1()[5:, 5:])
assert np.allclose(radial_occ, pyscf_occ, atol=2e-6)

cc_sets = [("sp", SP)] + [(n, {**SP, 2: tuned[n]}) for n in ("1d", "2d", "3d")]
cc_sets.append(("1f", {**SP, 2: tuned["3d"], 3: tuned["1f"]}))
cc_energy = {}
for name, sets in cc_sets:
    mf = pyscf_atom(sets)
    if name == "sp":
        hf_shift = abs(mf.e_tot - mf_full.e_tot)
    solver = cc.CCSD(mf, frozen=1)
    solver.conv_tol = 1e-7
    cc_energy[name] = solver.kernel()[0]
    assert solver.converged
assert hf_shift < 1e-7                     # d, f, g leave Hartree-Fock alone
names = list(cc_energy)
cc_gain = {b: 1000 * (cc_energy[a] - cc_energy[b])
           for a, b in zip(names, names[1:])}
assert cc_gain["1d"] > max(cc_gain["2d"], cc_gain["1f"])
assert min(cc_gain["2d"], cc_gain["1f"]) > cc_gain["3d"]

# ---- nearly saturated partial waves and the local momentum estimate ----
wide = 0.4 * 2.0 ** np.arange(9)
SATURATED = {l: virtuals(l, wide) for l in range(2, 7)}


def partial_waves(lmax, kernels):
    space, last = dict(SP_SPACE), second_order(SP_SPACE, kernels)
    waves, totals = {}, {}
    for l in range(2, lmax + 1):
        space[l] = SATURATED[l]
        totals[l] = second_order(space, kernels)
        waves[l], last = 1000 * (last - totals[l]), totals[l]
    return waves, totals


wave, total = partial_waves(6, COULOMB)
decay = {l: np.log(wave[l - 1] / wave[l]) / np.log((l + 0.5) / (l - 0.5))
         for l in range(3, 7)}
assert 3.3 < decay[6] < 5.2                # estimate: 4
for L in (2.5, 4.5):
    integral = quad(lambda q: (q * q + L * L) ** -3, -np.inf, np.inf)[0]
    assert abs(integral * 8 * L ** 5 / (3 * np.pi) - 1) < 1e-6

# Smooth interaction erf(mu r12)/r12, projected on Legendre polynomials.
mu = 1.0
xg, wg = np.polynomial.legendre.leggauss(60)
r1, r2 = r[:, None, None], r[None, :, None]
distance = np.sqrt((r1 - r2) ** 2 + 2 * r1 * r2 * (1 - xg))
smooth_values = erf(mu * distance) / distance
SMOOTH = [smooth_values @ (wg * eval_legendre(k, xg)) * (2 * k + 1) / 2
          for k in range(6)]
del distance, smooth_values
smooth_wave, _ = partial_waves(4, SMOOTH)
for l in (3, 4):
    assert smooth_wave[l] / smooth_wave[l - 1] < 0.7 * wave[l] / wave[l - 1]

# ---- balance: a missing member cannot be replaced by saturating others ----
space_2d1f = {**SP_SPACE, 2: virtuals(2, tuned["2d"]),
              3: virtuals(3, tuned["1f"])}
e_2d1f = second_order(space_2d1f)
assert e_2d1f < total[2]
assert level["1g"] < total[3]

# ---- natural orbitals of the large calculation ----
large_space = {**SP_SPACE, **{l: SATURATED[l] for l in range(2, 6)}}
_, density = second_order(large_space, want_density=True)
natural = {}
for l, letter in ((2, "d"), (3, "f"), (4, "g")):
    occ, vec = np.linalg.eigh(density[l])
    for rank in range(5 - l):
        v = vec[:, -1 - rank]
        natural[f"{l + 1 + rank}{letter}"] = (occ[-1 - rank],
                                              v @ large_space[l][2] @ v)
shells = [("3d",), ("4d", "4f"), ("5d", "5f", "5g")]
for upper, lower in zip(shells, shells[1:]):
    assert min(natural[n][0] for n in upper) > max(natural[n][0]
                                                   for n in lower)
    assert (np.mean([natural[n][1] for n in upper])
            < np.mean([natural[n][1] for n in lower]))

# ---- output ----
to_eV = physical_constants["Hartree energy in eV"][0] / 1000
print(f"s exponents: 12, from {SP[0][0]:.2f}, ratio 2.8; "
      f"p: 7, from {SP[1][0]:.2f}, ratio 2.6 (bohr^-2)")
print(f"Hartree-Fock energy, radial code: {hf_energy:.5f} Eh")
print(f"Hartree-Fock energy, pyscf 3d2f1g: {mf_full.e_tot:.5f} Eh")
print(f"Hartree-Fock change from d,f,g: {hf_shift:.1e} Eh")
print(f"E2 with s,p only: {1000 * e_sp:.3f} mEh")
print(f"E2 with 3d2f1g, radial code: {1000 * level['1g']:.3f} mEh")
print(f"E2 with 3d2f1g, pyscf: {1000 * mp2_energy:.3f} mEh")
for n in gain:
    text = ", ".join(f"{a:.3f}" for a in tuned[n])
    print(f"{n}: lowering {gain[n]:.3f} mEh, per orbital "
          f"{per_orbital[n]:.3f} mEh, exponents {text} bohr^-2")
for g, m, s in zip(groups, means, spreads):
    print(f"group {'+'.join(g)}: mean {m:.3f} mEh, largest/smallest {s:.2f}")
print(f"2d and 1f lowerings: {gain['2d'] * to_eV:.3f} and "
      f"{gain['1f'] * to_eV:.3f} eV")
for l in wave:
    tail = f", local decay exponent {decay[l]:.2f}" if l in decay else ""
    print(f"saturated l={l}: lowering {wave[l]:.3f} mEh{tail}")
print(f"smooth interaction mu: {mu:.1f} bohr^-1")
for l in (3, 4):
    print(f"wave ratio l={l}/l={l - 1}: Coulomb {wave[l] / wave[l - 1]:.4f}, "
          f"smooth {smooth_wave[l] / smooth_wave[l - 1]:.4f}")
print(f"E2: 2d1f {1000 * e_2d1f:.3f}, saturated d without f "
      f"{1000 * total[2]:.3f} mEh")
print(f"E2: 3d2f1g {1000 * level['1g']:.3f}, saturated d,f without g "
      f"{1000 * total[3]:.3f} mEh")
for n in ("3d", "4d", "4f", "5d", "5f", "5g"):
    print(f"natural orbital {n}: occupation {1000 * natural[n][0]:.4f}e-3, "
          f"kinetic energy {natural[n][1]:.2f} Eh")
for n in cc_gain:
    print(f"CCSD lowering {n}: {cc_gain[n]:.3f} mEh")
print("tests ok")
```

Running it gives:

```
s exponents: 12, from 0.15, ratio 2.8; p: 7, from 0.12, ratio 2.6 (bohr^-2)
Hartree-Fock energy, radial code: -128.52648 Eh
Hartree-Fock energy, pyscf 3d2f1g: -128.52648 Eh
Hartree-Fock change from d,f,g: 1.1e-13 Eh
E2 with s,p only: -145.584 mEh
E2 with 3d2f1g, radial code: -296.846 mEh
E2 with 3d2f1g, pyscf: -296.846 mEh
1d: lowering 77.216 mEh, per orbital 15.443 mEh, exponents 2.189 bohr^-2
2d: lowering 27.527 mEh, per orbital 5.505 mEh, exponents 1.117, 4.170 bohr^-2
3d: lowering 5.976 mEh, per orbital 1.195 mEh, exponents 0.751, 2.245, 6.715 bohr^-2
1f: lowering 24.194 mEh, per orbital 3.456 mEh, exponents 2.635 bohr^-2
2f: lowering 7.252 mEh, per orbital 1.036 mEh, exponents 1.535, 4.804 bohr^-2
1g: lowering 9.099 mEh, per orbital 1.011 mEh, exponents 3.093 bohr^-2
group 1d: mean 77.216 mEh, largest/smallest 1.00
group 2d+1f: mean 25.860 mEh, largest/smallest 1.14
group 3d+2f+1g: mean 7.442 mEh, largest/smallest 1.52
2d and 1f lowerings: 0.749 and 0.658 eV
saturated l=2: lowering 112.693 mEh
saturated l=3: lowering 34.796 mEh, local decay exponent 3.49
saturated l=4: lowering 13.892 mEh, local decay exponent 3.65
saturated l=5: lowering 5.368 mEh, local decay exponent 4.74
saturated l=6: lowering 2.486 mEh, local decay exponent 4.61
smooth interaction mu: 1.0 bohr^-1
wave ratio l=3/l=2: Coulomb 0.3088, smooth 0.0715
wave ratio l=4/l=3: Coulomb 0.3993, smooth 0.0944
E2: 2d1f -273.920, saturated d without f -258.277 mEh
E2: 3d2f1g -296.846, saturated d,f without g -293.073 mEh
natural orbital 3d: occupation 3.9406e-3, kinetic energy 5.90 Eh
natural orbital 4d: occupation 0.3983e-3, kinetic energy 10.44 Eh
natural orbital 4f: occupation 0.3578e-3, kinetic energy 8.90 Eh
natural orbital 5d: occupation 0.0510e-3, kinetic energy 17.11 Eh
natural orbital 5f: occupation 0.0626e-3, kinetic energy 14.88 Eh
natural orbital 5g: occupation 0.0692e-3, kinetic energy 12.38 Eh
CCSD lowering 1d: 79.238 mEh
CCSD lowering 2d: 26.928 mEh
CCSD lowering 3d: 5.687 mEh
CCSD lowering 1f: 25.407 mEh
tests ok
```
